\section*{Fukui functions from density differences, chemical potentials and Kohn-Sham relaxation}

\section{Which quantity to compute}

A calculation that needs a Fukui function can take the density of a frontier orbital, solve a linear-response equation, or subtract the densities of two self-consistent calculations whose electron numbers differ by one. The first route is the cheapest, but it omits the relaxation of the other electrons. The second and third agree for the exact functional, provided the response uses the kernel belonging to the side of the integer in question, and generally differ for an approximate one. The choice therefore depends on how large the relaxation is, how strongly the density bends with electron number, and whether the system with the extra electron is bound.

Atomic units are used in the algebra. The external potential $v(\mathbf r)$ is the potential energy of an electron, so a positive $v$ repels electrons. Let $E_M$ and $n_M(\mathbf r)$ be the ground-state energy and density of $M$ electrons in $v$, and define
\begin{equation}
I=E_{N-1}-E_N,\qquad A=E_N-E_{N+1}.
\end{equation}
The systems with $N-1$, $N$ and $N+1$ electrons are assumed bound, with ground states nondegenerate apart from spin. The energies $E_M$ are assumed convex in $M$, with a change of slope at each of $N-1$, $N$ and $N+1$; the change at $N$ means $I>A$.

\section{Density differences}

At a fractional electron number $N+\omega$, with $0<\omega<1$, the zero-temperature state is the mixture of lowest energy with that mean number. Let $p_M$ be the weight of the $M$-electron ground state. We minimize $\sum_M p_ME_M$ subject to $\sum_M p_M=1$ and $\sum_M p_MM=N+\omega$. Consider the straight line through the energies at $N$ and $N+1$,
\begin{equation}
L(M)=E_N-A(M-N).
\end{equation}
Convexity, with the changes of slope at $N$ and $N+1$, gives $E_M>L(M)$ for every other integer $M$. Since $L$ is linear,
\begin{equation}
\sum_M p_ME_M\ \ge\ \sum_M p_ML(M)=E_N-\omega A ,
\end{equation}
with equality if and only if the weights outside $N$ and $N+1$ vanish. The two constraints then give $p_{N+1}=\omega$ and $p_N=1-\omega$. The same argument below $N$ uses the line through $N-1$ and $N$. Hence
\begin{align}
n_{N+\omega}&=(1-\omega)n_N+\omega n_{N+1},\\
n_{N-\omega}&=(1-\omega)n_N+\omega n_{N-1}.
\end{align}
On the second branch $dN=-d\omega$, which reverses the sign of the derivative. The one-sided derivatives at fixed $v$ are
\begin{equation}
f^+=n_{N+1}-n_N,\qquad f^-=n_N-n_{N-1}. \label{diff}
\end{equation}
Each integrates to one. The energy slopes on the two sides are $\mu^+=-A$ and $\mu^-=-I$.

\section{Derivatives of the chemical potential}

Change $v$ by $\delta v$ at fixed integer $M$. The Hamiltonian changes by $\int\delta v\,\hat n\,d\mathbf r$. To first order the energy of a normalized eigenstate changes by the expectation value of this operator:
\begin{equation}
\delta E_M=\int n_M(\mathbf r)\,\delta v(\mathbf r)\,d\mathbf r,
\qquad \frac{\delta E_M}{\delta v(\mathbf r)}=n_M(\mathbf r).
\end{equation}
A spin multiplet causes no difficulty, because $\hat n$ does not act on spin and all members have the same density. Subtracting neighbouring energies,
\begin{align}
\frac{\delta\mu^+}{\delta v(\mathbf r)}&=\frac{\delta(E_{N+1}-E_N)}{\delta v(\mathbf r)}=f^+(\mathbf r),\\
\frac{\delta\mu^-}{\delta v(\mathbf r)}&=\frac{\delta(E_N-E_{N-1})}{\delta v(\mathbf r)}=f^-(\mathbf r).
\end{align}
A Fukui function thus says how far a chemical potential moves when a weak potential is applied at $\mathbf r$. A uniform shift $c$ changes $E_M$ by $Mc$ and $\mu^\pm$ by $c$, which again gives $\int f^\pm d\mathbf r=1$.

If the $N+1$ system is unbound, the lowest energy is approached with the extra electron infinitely far away. The density difference then tends to zero at every fixed $\mathbf r$, and \eqref{diff} supplies no useful $f^+$.

\section{Frontier orbital and relaxation}

Let $n=\sum_p o_p\varphi_p^2$, with real Kohn-Sham orbitals, levels $\varepsilon_p$ and occupations $o_p$. The $N$-electron system is a closed shell. Added charge enters the LUMO, $o_L=\omega$; removed charge leaves the HOMO, $o_H=2-\omega$. In both cases $\partial o_F/\partial N=1$ for the frontier orbital $F$, so
\begin{equation}
f^\pm=\varphi_F^2+\sum_p o_p\,\frac{\partial\varphi_p^2}{\partial N}. \label{split}
\end{equation}
The second term is the relaxation. It integrates to zero because the orbitals stay normalized.

Write $v_s'=\partial v_s/\partial N$ for the one-sided derivative of the Kohn-Sham potential. First-order perturbation theory gives
\begin{equation}
\frac{\partial\varphi_p}{\partial N}=\sum_{q\ne p}\varphi_q\frac{\langle q|v_s'|p\rangle}{\varepsilon_p-\varepsilon_q}.
\end{equation}
Differentiating the square supplies a factor 2. Collecting the terms $(p,q)$ and $(q,p)$, whose denominators have opposite signs, yields
\begin{equation}
\sum_p o_p\frac{\partial\varphi_p^2}{\partial N}
=2\sum_{p<q}(o_p-o_q)\,\varphi_p\varphi_q
\frac{\langle p|v_s'|q\rangle}{\varepsilon_p-\varepsilon_q}.
\end{equation}
As $\omega\to0$, pairs with equal occupation drop out and occupied-virtual pairs have $o_i-o_a=2$. With $i$ occupied and $a$ virtual, the relaxation is $\int\chi_s(\mathbf r,\mathbf r')v_s'(\mathbf r')d\mathbf r'$, where
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=4\sum_{ia}
\frac{\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_i(\mathbf r')\varphi_a(\mathbf r')}{\varepsilon_i-\varepsilon_a}.
\end{equation}
The factor 4 is two electrons per orbital times the 2 from the square. The same $\chi_s$ serves both sides; the frontier density and $v_s'$ differ.

For the exact functional, $v_s$ jumps by a constant $\Delta_{xc}$ as $N$ crosses the integer from below. A constant leaves the orbitals unchanged, and orthogonality of $\varphi_i$ and $\varphi_a$ gives $\int\chi_s(\mathbf r,\mathbf r')d\mathbf r'=0$. The jump therefore adds nothing to the relaxation, and $v_s'$ is the slope after the jump.

This response form is established here for a finite basis or a lattice. In unbounded space the limits $\omega\to0$ and $r\to\infty$ do not commute: for $A<I$ the density of the added electron decays more slowly than $n_N$, so at any small $\omega$ it dominates far enough out. The limit must then be taken at fixed $\mathbf r$.

\section{The linear equation to implement}

For a differentiable functional, $v_s$ depends on $N$ through the density alone. With $v_{xc}$ the exchange-correlation potential,
\begin{equation}
v_s'(\mathbf r)=\int K(\mathbf r,\mathbf r')f(\mathbf r')d\mathbf r',\qquad
K=\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta v_{xc}(\mathbf r)}{\delta n(\mathbf r')}.
\end{equation}
In operator notation $f=\varphi_F^2+\chi_sKf$. Introduce mixing amplitudes $x_{ia}$ by
\begin{equation}
f=\varphi_F^2+4\sum_{ia}x_{ia}\varphi_i\varphi_a,\qquad
x_{ia}=\frac{\langle i|Kf|a\rangle}{\varepsilon_i-\varepsilon_a}. \label{amp}
\end{equation}
Let $k_{ia}$ be the matrix element of $K$ between $\varphi_i\varphi_a$ and $\varphi_F^2$, and $K_{ia,jb}$ that between $\varphi_i\varphi_a$ and $\varphi_j\varphi_b$. Inserting the first relation of \eqref{amp} into the second gives
\begin{equation}
(\varepsilon_i-\varepsilon_a)x_{ia}=k_{ia}+4\sum_{jb}K_{ia,jb}x_{jb},
\end{equation}
or, with all unknowns on the left,
\begin{equation}
(\varepsilon_a-\varepsilon_i)x_{ia}+4\sum_{jb}K_{ia,jb}x_{jb}=-k_{ia}. \label{linear}
\end{equation}
One matrix serves both Fukui functions, each with its own right-hand side. If the matrix is nearly singular the relaxation can become very large, and a perturbative reading of it fails.

Two limits show what the equation does. For $K\to0$ the amplitudes vanish and $f=\varphi_F^2$. For a single occupied-virtual pair with gap $g=\varepsilon_a-\varepsilon_i$ and self-coupling $\kappa=K_{ia,ia}>0$,
\begin{equation}
x=-\frac{k}{g+4\kappa},\qquad
k+4\kappa x=\frac{g}{g+4\kappa}\,k .
\end{equation}
The second expression is the field that finally acts on the pair. It is smaller than the bare $k$, so the pair screens the added charge. For $4\kappa\gg g$ the amplitude saturates at $-k/(4\kappa)$ instead of growing as $1/g$.

The result can be checked by calculations at small fractional charge. Let $s=+1$ for addition and $-1$ for removal, and let $n(sh)$ be the density after a change $sh$ in electron number. Taylor expansion gives
\begin{equation}
4n(sh)-n(2sh)-3n(0)=2sh\,f^{\pm}+O(h^3),
\end{equation}
since the second-order terms, $4h^2/2$ and $(2h)^2/2$, cancel. Division by $2sh$ leaves an error of order $h^2$ without crossing the integer.

\section{Frontier levels and the discontinuity}

For a differentiable functional the frontier level is the chemical potential. In $dE/dN$ the occupation change contributes $\langle F|\hat h_s|F\rangle=\varepsilon_F$, with $\hat h_s$ the Kohn-Sham Hamiltonian. The orbital changes contribute $\sum_po_p\varepsilon_p\,d\langle p|p\rangle/dN=0$. Thus $dE/dN=\varepsilon_F$ on each side.

Its response to $\delta v$ at integer $N$ also follows directly. The self-consistent change obeys $\delta v_s=\delta v+K\chi_s\delta v_s$, hence $\delta v_s=(1-K\chi_s)^{-1}\delta v$. First-order perturbation theory for the level, followed by transposition of the symmetric kernels, gives
\begin{align}
\delta\varepsilon_F&=\int\varphi_F^2\,(1-K\chi_s)^{-1}\delta v\,d\mathbf r\nonumber\\
&=\int\left[(1-\chi_sK)^{-1}\varphi_F^2\right]\delta v\,d\mathbf r
=\int f^\pm\,\delta v\,d\mathbf r. \label{level}
\end{align}
The frontier density describes a level in a frozen potential; relaxation adds the response of the Hartree and exchange-correlation potentials.

For the exact functional the two sides differ. With the constant in $v_s$ fixed by its limit from below $N$, $\varepsilon_H=-I$, but adding charge raises the potential by $\Delta_{xc}$, so $-A=\varepsilon_L+\Delta_{xc}$. Differentiating,
\begin{equation}
f^-=\frac{\delta\varepsilon_H}{\delta v},\qquad
f^+=\frac{\delta\varepsilon_L}{\delta v}+\frac{\delta\Delta_{xc}}{\delta v}. \label{jump}
\end{equation}
The jump is uniform in space, but its size depends on $v$. It adds nothing to the relaxation in \eqref{split}, but its derivative must be added to that of the LUMO level to give $f^+$.

\section{An interacting chain with the exact split}

The exact relations can be examined on a four-site chain with two electrons:
\begin{equation}
\hat H=-t\sum_{j\sigma}(c^\dagger_{j\sigma}c_{j+1,\sigma}+\mathrm{h.c.})
+U\sum_j\hat n_{j\uparrow}\hat n_{j\downarrow}
+V\sum_j\hat n_j\hat n_{j+1}+\sum_jv_j\hat n_j,
\end{equation}
with $t=1.0$, $U=4.0$, $V=1.0$ and $v=(0.0,-0.6,0.4,-0.2)$, all in eV. Full diagonalization gives $I=0.744$ eV and $A=-0.658$ eV. A negative $A$ does no harm here, because the lattice has no outside into which the electron could escape. The Kohn-Sham gap is 0.584 eV, so
\begin{equation}
\Delta_{xc}=0.744+0.658-0.584=0.818\ \text{eV}.
\end{equation}

The Kohn-Sham potentials were obtained by inverting the interacting densities at integer and fractional number. The resulting split is, per site:
\begin{center}
\begin{tabular}{lrrrr}
 & 1 & 2 & 3 & 4\\
LUMO density & 0.289 & 0.170 & 0.024 & 0.517\\
relaxation & 0.167 & 0.070 & 0.006 & $-0.243$\\
$f^+$ & 0.456 & 0.239 & 0.031 & 0.274\\
HOMO density & 0.179 & 0.327 & 0.193 & 0.301\\
relaxation & 0.014 & $-0.206$ & $-0.024$ & 0.216\\
$f^-$ & 0.193 & 0.121 & 0.169 & 0.517
\end{tabular}
\end{center}
The LUMO is largest on site 4, but $f^+$ is largest on site 1. The HOMO is largest on site 2, but $f^-$ is largest on site 4. Relaxation changes the ranking of sites in both cases, although the Kohn-Sham potential is exact for this model.

The tests compare the density differences with finite differences of $-A$ and $-I$ in the site potentials, and the split with the inverted potentials. Low-temperature grand canonical averages at fractional mean number reproduce the two-member mixture; the largest deviation is $2\times10^{-14}$ electrons.

The derivative of $\Delta_{xc}$ with respect to the four site potentials is $(0.186,0.194,0.029,-0.408)$. These entries sum to zero within rounding, as they must, since a uniform shift leaves the jump unchanged. On site 4, equation \eqref{jump} gives
\begin{equation}
\frac{\partial\varepsilon_L}{\partial v_4}=0.274-(-0.408)=0.682 .
\end{equation}
Using the LUMO level alone to obtain $f^+$ would therefore give 0.682 instead of 0.274. The same error arises if $f=\varphi_L^2+\chi_sKf$ is solved with the exact kernel taken from below $N$: the solution is $\delta\varepsilon_L/\delta v$, not $f^+$. For the exact functional each side needs its own kernel.

\section{Formaldehyde in LDA}

The second example is H$_2$CO with a C=O length of 1.21 \AA, C--H lengths of 1.11 \AA\ and an H--C--H angle of $116^\circ$. The functional is spin-restricted LDA with Slater exchange and VWN correlation, in the 6-31G* basis with spherical $d$ functions; fractional charge is shared equally by the two spins. The numbers omit spin polarization in the ions, carry the errors of LDA, and are not converged in the basis. In def2-TZVP the HOMO and LUMO lie 0.39 and 0.48 eV lower, $E_{N-1}-E_N$ is 0.17 eV larger, the charge moved by relaxation grows by about 0.02, the negative part of $f^-$ shrinks by 0.01, and the oxygen probe values of $f^\pm$ below fall by 0.006. The digits shown serve to compare routes within one basis.

The HOMO and LUMO levels are $-5.906$ and $-2.405$ eV. Solving \eqref{linear} and comparing with fractional-charge calculations gives integrated absolute differences of $2.4\times10^{-6}$ for $f^+$ and $1.3\times10^{-5}$ for $f^-$, relative to functions that integrate to one. The energy slopes agree with the frontier levels to about $2\times10^{-5}$ eV.

Half the integral of the absolute relaxation measures the charge it moves: 0.41 electrons per added electron and 0.45 per removed electron. The negative parts of $f^+$ and $f^-$ integrate in magnitude to 0.16 and 0.14. Negative regions are thus a substantial feature of this calculation. The LUMO is a $\pi^*$ orbital with a node in the molecular plane. At a point in that plane, 0.5 \AA\ from oxygen and perpendicular to the C=O axis, its density vanishes to numerical accuracy, whereas $f^+=-0.153$ \AA$^{-3}$ ($-0.0226$ in atomic units). There $f^+$ is pure relaxation: adding charge to the $\pi^*$ orbital lowers the total density at that point.

A weak potential proportional to $\exp(-r^2/s^2)$, centred on a nucleus with $s=0.5$ \AA, gives a direct reading of \eqref{level}. The integrals of the probe shape with each density are:
\begin{center}
\begin{tabular}{lrrr}
 & orbital & relaxation & $f$\\
C, $+$ & 0.109 & $-0.083$ & 0.026\\
O, $+$ & 0.134 & $-0.095$ & 0.038\\
C, $-$ & 0.017 & $-0.019$ & $-0.002$\\
O, $-$ & 0.234 & $-0.183$ & 0.051
\end{tabular}
\end{center}
The independently calculated level slopes equal the last column to the digits shown. For a probe of strength 0.0272 eV on oxygen, the HOMO rises by $0.0510\times0.0272=0.0014$ eV, whereas the orbital density alone predicts $0.2336\times0.0272=0.0064$ eV. On carbon, orbital and relaxation nearly cancel for the HOMO. The remainder is $-0.002$ in this basis and zero within 0.0002 in def2-TZVP, so its sign is not established.

These integrals are not atomic populations, since they sample a fixed small region around each nucleus. For $f^+$ the oxygen value exceeds the carbon value at $s=0.5$ \AA. This order reverses for a wider probe (0.18 on carbon against 0.17 on oxygen at $s=1.0$ \AA), so the table does not identify a preferred site for added charge. A ranking of atoms requires a stated partition of space and should be checked against a change of partition.

\section{When a whole electron is changed}

For a density that varies smoothly between the integers,
\begin{equation}
n_N-n_{N-1}=\int_{N-1}^{N}\frac{\partial n}{\partial M}\,dM
=f^--\frac12\frac{\partial^2n}{\partial N^2}+\cdots,
\end{equation}
with derivatives on the right taken at $N$ from below. The exact ensemble is linear in $N$, and the correction vanishes. In the LDA calculation, half the integrated absolute difference between $n_N-n_{N-1}$ and $f^-$ is 0.11 electrons. The two definitions therefore give visibly different functions.

The energy is also curved between the integers. The total-energy difference $E_{N-1}-E_N$ is 11.160 eV, whereas $-\varepsilon_H=5.906$ eV. The frontier level falls to $-16.480$ eV in the cation. Since $dE/dN=\varepsilon_F$, the energy difference is minus the average of $\varepsilon_F$ over the interval; the mean of the end values,
\begin{equation}
\tfrac12(5.906+16.480)=11.193\ \text{eV},
\end{equation}
is within 0.04 eV of it. A level linear in the charge would make the two equal. The near agreement is consistent with such a level but does not prove it, because deviations of opposite sign cancel in the average.

For the added electron the situation is different. The LUMO of the neutral molecule is negative, so an infinitesimal added charge is bound in this calculation, and $f^+$ is well defined as a derivative of the LDA density. It is a property of the curved functional: $E_N-E_{N+1}$ is $-2.4$ eV here, the anion of real formaldehyde is unbound, and the exact $f^+$ of \eqref{diff} then carries no useful information. With one full electron added, the frontier level is $+7.133$ eV. Because $dE/dN=\varepsilon_F>0$ there, the energy falls when part of the electron is removed; the finite basis is what holds all of it in place. A density difference taken from this anion would describe that confinement and could change greatly with diffuse functions.

In practice, the frontier density suffices where the relaxation has been shown to be small for the quantity wanted. Equation \eqref{linear} gives the derivative at the integer for the chosen functional, for both signs of charge. A difference of whole-electron densities answers another question, the average response over a full electron, and requires both end points to be bound. Spatially degenerate ground states need a separate treatment, because the density then depends on which member, or which mixture, is selected.

\section*{Calculated quantities}
\begin{verbatim}
chain hopping, on-site U, neighbour V: 1.0 4.0 1.0 eV
chain site potentials: 0.0 -0.6 0.4 -0.2 eV
chain I, A (N=2): 0.7440 -0.6580 eV
chain KS gap, Delta_xc: 0.5837 0.8183 eV
chain density N=2: 0.3584 0.6540 0.3858 0.6018 electrons
chain f_plus: 0.4557 0.2394 0.0305 0.2744 (per site)
chain LUMO density: 0.2885 0.1699 0.0244 0.5172 (per site)
chain relaxation plus: 0.1672 0.0696 0.0061 -0.2429 (per site)
chain f_minus: 0.1930 0.1213 0.1691 0.5166 (per site)
chain HOMO density: 0.1792 0.3270 0.1929 0.3009 (per site)
chain relaxation minus: 0.0138 -0.2057 -0.0238 0.2157 (per site)
chain d(Delta_xc)/dv: 0.1857 0.1938 0.0285 -0.4081 (per site)
chain thermal-ensemble largest deviation: 2.0e-14 electrons
H2CO C=O, C-H lengths: 1.21 1.11 angstrom
H2CO H-C-H angle: 116 degrees
H2CO basis functions, electrons: 32 16 (counts)
H2CO HOMO, LUMO levels: -5.906 -2.405 eV
H2CO plus charge moved by relaxation: 0.4123 electrons per electron
H2CO plus integral of negative part: 0.1587 electrons per electron
H2CO plus response vs fractional SCF, integrated: 2.4e-06 (pure number)
H2CO plus dE/dN minus frontier level: 2.2e-05 eV
H2CO minus charge moved by relaxation: 0.4475 electrons per electron
H2CO minus integral of negative part: 0.1422 electrons per electron
H2CO minus response vs fractional SCF, integrated: 1.3e-05 (pure number)
H2CO minus dE/dN minus frontier level: 1.6e-05 eV
probe width s in exp(-r^2/s^2): 0.5 angstrom
probe strength: 0.0272 eV
probe C plus: orbital, relaxation, f, level slope: 0.1086 -0.0831 0.0255 0.0255 (pure numbers)
probe C minus: orbital, relaxation, f, level slope: 0.0173 -0.0190 -0.0017 -0.0017 (pure numbers)
probe O plus: orbital, relaxation, f, level slope: 0.1336 -0.0952 0.0384 0.0384 (pure numbers)
probe O minus: orbital, relaxation, f, level slope: 0.2336 -0.1827 0.0510 0.0510 (pure numbers)
in-plane point, distance from O: 0.5 angstrom
in-plane LUMO density: 4.1e-30 angstrom^-3
in-plane f_plus: -0.1527 angstrom^-3
H2CO E(N-1)-E(N): 11.160 eV
H2CO cation frontier level: -16.480 eV
H2CO anion frontier level: 7.133 eV
H2CO f_minus difference vs derivative, charge misplaced: 0.1079 electrons
\end{verbatim}
